**Series law for incoherent scatterers and its Drude limit**

For incoherent scatterers with equally filled modes, $(1-T)/T$ adds in series, so $T=l/(L+l)$, where $T$ is the transmission per mode, $L$ the conductor length and $l$ the length at which $T=1/2$. Agreement with the Drude conductivity of a long conductor requires $l=(\pi/2)\,l_{\rm tr}$ in 2D and $(4/3)\,l_{\rm tr}$ in 3D, where $l_{\rm tr}$ is the transport mean free path. The program asserts the series law against solved flux equations, and asserts that phase averaging reproduces it for two scatterers but gives a lower transmission for three. It obtains the factors $\pi/2$ and $4/3$ from explicit counts of states and modes, and from the growth of $1/T$ in a numerical Boltzmann slab with isotropic and anisotropic scattering. At the sampled lengths with isotropic scattering, $l/(L+l)$ exceeds the Boltzmann transmission by at most 2.2 % in 2D and 3.3 % in 3D. Mixing the modes between two slabs restores the additive law, which fails without mixing. With the interpolation formula, whose transmission is 1.0 % and 1.4 % above the Boltzmann value in these cases, the worked examples give resistances of about 1.24 kΩ for a 2D strip and 6.9 Ω for a 3D wire, each split into a length-independent and an ohmic part.

## Numerical verification

```python
"""Incoherent scatterers in series and the Drude limit of the Landauer formula.

Result under test: (1-T)/T is additive when probabilities are combined and
the flux is spread equally over modes, so T = l/(L+l). Agreement with Drude
for long conductors needs l = (pi/2) l_tr in 2D and (4/3) l_tr in 3D.
T, R: transmission and reflection probabilities; L: conductor length;
l: length in the series law; l_tr: transport mean free path;
l0: total mean free path; g: mean cosine of the scattering angle,
so that l_tr = l0/(1-g); M: number of modes per spin.
"""
import numpy as np
from scipy.constants import e, h, hbar, m_e, pi

RATIO = {1: 2.0, 2: pi / 2, 3: 4 / 3}


def chain_transmission(trans):
    """Solve the stationary flux equations in all gaps of a chain."""
    n = len(trans)
    # unknowns: right-going flux after each scatterer, left-going before each
    matrix = np.eye(2 * n)
    source = np.zeros(2 * n)
    for j, t in enumerate(trans):
        r = 1 - t
        if j == 0:
            source[j] += t
            source[n + j] += r
        else:
            matrix[j, j - 1] -= t
            matrix[n + j, j - 1] -= r
        if j < n - 1:
            matrix[j, n + j + 1] -= r
            matrix[n + j, n + j + 1] -= t
    return np.linalg.solve(matrix, source)[n - 1]


def coherent_transmission(strengths, phases):
    """Transfer-matrix product for point scatterers; T = 1/|M22|^2."""
    u = strengths[-1]
    a, b = 1j * u, 1 + 1j * u
    for u, phi in zip(strengths[-2::-1], phases[::-1]):
        a, b = a * np.exp(1j * phi), b * np.exp(-1j * phi)
        a, b = (a * (1 - 1j * u) + b * 1j * u,
                -a * 1j * u + b * (1 + 1j * u))
    return 1 / np.abs(b) ** 2


def directions(dim, n=16):
    """Forward cosines and weights; all directions together have weight 1."""
    if dim == 1:
        return np.array([1.0]), np.array([0.5])
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x + 1) / 2, w / 4
    return (np.cos(pi * x / 2), w) if dim == 2 else (x, w)


def join(t, r):
    """Two equal mirror-symmetric sections, all bounces included."""
    middle = np.linalg.solve(np.eye(len(t)) - r @ r, t)
    return t @ middle, r + t @ r @ middle


def slab(length, dim, g=0.0, doublings=18):
    """Boltzmann slab of given length in units of l0, built by doubling."""
    p, w = directions(dim)
    one = np.eye(len(p))
    step = np.diag(p) / (length / 2 ** doublings)
    forward = w * (1 + dim * g * np.outer(p, p))
    backward = w * (1 - dim * g * np.outer(p, p))
    even = (forward + backward - one) / 2
    odd = (forward - backward - one) / 2
    s = np.linalg.solve(step - even, step + even)
    d = np.linalg.solve(step - odd, step + odd)
    t, r = (s + d) / 2, (s - d) / 2
    for _ in range(doublings):
        t, r = join(t, r)
    return t, r


def mean_transmission(t, dim):
    """Transmitted fraction when all incoming modes are equally filled."""
    p, w = directions(dim)
    return (w * p) @ t.sum(axis=1) / (w @ p)


# Series law against the solved flux equations
chain = np.array([0.9, 0.35, 0.6, 0.8, 0.5])
T_chain = chain_transmission(chain)
sum_ratios = np.sum((1 - chain) / chain)
assert abs((1 - T_chain) / T_chain - sum_ratios) < 1e-10
density, T_one, n_scat = 0.05, 0.8, 40     # density in 1/nm
l_chain = T_one / (density * (1 - T_one))
L_chain = n_scat / density
T_equal = chain_transmission(np.full(n_scat, T_one))
assert abs(T_equal - l_chain / (L_chain + l_chain)) < 1e-10
print("Chain T_j:", *chain)
print(f"Sum of (1-T_j)/T_j: {sum_ratios:.5f}; solved chain T: {T_chain:.5f}")
print(f"Equal chain: N = {n_scat}, T_1 = {T_one}, density = {density} /nm")
print(f"  l = {l_chain:.1f} nm, L = {L_chain:.1f} nm, T = {T_equal:.5f}")

# Phase averages of coherent transmission
strengths = np.array([0.8, 1.1, 0.6])
single = 1 / (1 + strengths ** 2)
phase = np.arange(300) * pi / 300
two_coh = coherent_transmission(strengths[:2], [phase]).mean()
two_inc = chain_transmission(single[:2])
three_coh = coherent_transmission(
    strengths, [phase[:, None], phase[None, :]]).mean()
three_inc = chain_transmission(single)
assert abs(two_coh - two_inc) < 1e-10
assert three_coh < three_inc - 1e-3
print("Phase test, single T_j:", *[f"{x:.4f}" for x in single])
print(f"  two: phase-averaged {two_coh:.5f}, incoherent {two_inc:.5f}")
print(f"  three: phase-averaged {three_coh:.5f}, incoherent {three_inc:.5f}")

# Explicit counts of states and modes in a periodic box
radius = 60.3                              # k_F * width / (2 pi)
k = np.arange(-61, 62)
disc = k[:, None] ** 2 + k[None, :] ** 2
count_line = np.sum(np.abs(k) < radius)
count_disc = np.sum(disc < radius ** 2)
count_ball = np.sum(disc[:, :, None] + k ** 2 < radius ** 2)
counted = {2: count_disc / (radius * count_line),
           3: count_ball / (radius * count_disc)}
print(f"Box count, k_F*width/(2 pi) = {radius}:")
for dim in (2, 3):
    assert abs(counted[dim] / RATIO[dim] - 1) < 0.01  # finite-box error
    print(f"  {dim}D l/l_tr counted {counted[dim]:.4f}, "
          f"formula {RATIO[dim]:.4f}")

# Long-slab Boltzmann slope, with isotropic and anisotropic scattering
print("Boltzmann slab, l/l_tr from growth of 1/T:")
for dim in (1, 2, 3):
    found = []
    for g in (0.0, 0.3):
        inv = [1 / mean_transmission(slab(x, dim, g)[0], dim)
               for x in (32.0, 64.0)]
        found.append(32 / (inv[1] - inv[0]) * (1 - g))
        assert abs(found[-1] / RATIO[dim] - 1) < 1e-4
    print(f"  {dim}D: g=0 {found[0]:.5f}, g=0.3 {found[1]:.5f}")

# Thin-slab limit for isotropic scattering
thin_formula = {1: 2.0, 2: 4 / pi, 3: 1.0}
for dim in (1, 2, 3):
    x = 1e-4
    thin = x / (1 - mean_transmission(slab(x, dim)[0], dim))
    assert abs(thin / thin_formula[dim] - 1) < 2e-3
    print(f"  {dim}D thin slab: l_thin/l_tr = {thin:.3f}")

# Accuracy of the interpolation at intermediate length
lengths = (0.25, 0.5, 1.0, 2.0, 5.0, 10.0, 20.0, 50.0)
print("L/l_tr sampled:", *lengths)
for dim in (1, 2, 3):
    exact = np.array([mean_transmission(slab(x, dim)[0], dim)
                      for x in lengths])
    simple = RATIO[dim] / (np.array(lengths) + RATIO[dim])
    error = simple / exact - 1
    if dim == 1:
        assert np.max(np.abs(error)) < 1e-7
    else:
        assert np.all(error > 0) and 0.01 < error.max() < 0.05
    print(f"  {dim}D largest excess of l/(L+l): "
          f"{100 * np.max(np.abs(error)):.2f} %")

# Equal mode filling restored between two 3D slabs, each of length l_tr
t, r = slab(1.0, 3)
p, w = directions(3)
mixer = np.outer(np.ones(len(p)), w * p / (w @ p))
T_slab = mean_transmission(t, 3)
T_plain = mean_transmission(join(t, r)[0], 3)
T_mixed = mean_transmission(
    join(mixer @ t @ mixer, mixer @ r @ mixer)[0], 3)
target = 2 * (1 - T_slab) / T_slab
assert abs((1 - T_mixed) / T_mixed - target) < 1e-7
assert abs((1 - T_plain) / T_plain - target) > 1e-3
print(f"Two 3D slabs: 2(1-T)/T of one = {target:.5f}")
print(f"  joined (1-T)/T: mixed {(1 - T_mixed) / T_mixed:.5f}, "
      f"unmixed {(1 - T_plain) / T_plain:.5f}")

# Worked examples
G0 = 2 * e ** 2 / h
print(f"2e^2/h = {G0 * 1e6:.4f} uS")
examples = ((2, 3e15, 0.1, 100e-9, 1000e-9, 500e-9),
            (3, 1e28, 1.0, 20e-9, 50e-9, 100e-9))
for dim, n_el, mass, l_tr, width, L in examples:
    if dim == 2:
        k_F = np.sqrt(2 * pi * n_el)
        modes = k_F * width / pi
    else:
        k_F = (3 * pi ** 2 * n_el) ** (1 / 3)
        modes = k_F ** 2 * width ** 2 / (4 * pi)
    section = width ** (dim - 1)
    tau = l_tr * mass * m_e / (hbar * k_F)
    drude = n_el * e ** 2 * tau / (mass * m_e)
    l = RATIO[dim] * l_tr
    landauer = G0 * modes / section * l
    assert abs(landauer / drude - 1) < 1e-10
    T = l / (L + l)
    G = G0 * modes * T
    R_contact = 1 / (G0 * modes)
    R_ohmic = L / (drude * section)
    assert abs(G * (R_contact + R_ohmic) - 1) < 1e-10
    T_boltz = mean_transmission(slab(L / l_tr, dim)[0], dim)
    unit = "S" if dim == 2 else "S/m"
    print(f"{dim}D example: n = {n_el:.1e} m^-{dim}, mass = {mass} m_e")
    print(f"  l_tr = {l_tr * 1e9:.0f} nm, width = {width * 1e9:.0f} nm, "
          f"L = {L * 1e9:.0f} nm")
    print(f"  k_F = {k_F * 1e-9:.4f} /nm, tau_tr = {tau * 1e15:.2f} fs")
    print(f"  M = {modes:.2f}, l = {l * 1e9:.2f} nm")
    print(f"  T = {T:.4f}, Boltzmann T = {T_boltz:.4f}, "
          f"excess = {100 * (T / T_boltz - 1):.2f} %")
    print(f"  sigma Drude = {drude:.5e} {unit}, "
          f"Landauer = {landauer:.5e} {unit}")
    print(f"  G = {G * 1e3:.4f} mS, 1/G = {1 / G:.4f} ohm")
    print(f"  length-independent part = {R_contact:.4f} ohm, "
          f"ohmic part = {R_ohmic:.4f} ohm")

print("verified")
```

Printed output:

```
Chain T_j: 0.9 0.35 0.6 0.8 0.5
Sum of (1-T_j)/T_j: 3.88492; solved chain T: 0.20471
Equal chain: N = 40, T_1 = 0.8, density = 0.05 /nm
  l = 80.0 nm, L = 800.0 nm, T = 0.09091
Phase test, single T_j: 0.6098 0.4525 0.7353
  two: phase-averaged 0.35088, incoherent 0.35088
  three: phase-averaged 0.29592, incoherent 0.31153
Box count, k_F*width/(2 pi) = 60.3:
  2D l/l_tr counted 1.5670, formula 1.5708
  3D l/l_tr counted 1.3325, formula 1.3333
Boltzmann slab, l/l_tr from growth of 1/T:
  1D: g=0 2.00000, g=0.3 2.00000
  2D: g=0 1.57080, g=0.3 1.57080
  3D: g=0 1.33333, g=0.3 1.33333
  1D thin slab: l_thin/l_tr = 2.000
  2D thin slab: l_thin/l_tr = 1.274
  3D thin slab: l_thin/l_tr = 1.000
L/l_tr sampled: 0.25 0.5 1.0 2.0 5.0 10.0 20.0 50.0
  1D largest excess of l/(L+l): 0.00 %
  2D largest excess of l/(L+l): 2.21 %
  3D largest excess of l/(L+l): 3.28 %
Two 3D slabs: 2(1-T)/T of one = 1.61398
  joined (1-T)/T: mixed 1.61398, unmixed 1.56371
2e^2/h = 77.4809 uS
2D example: n = 3.0e+15 m^-2, mass = 0.1 m_e
  l_tr = 100 nm, width = 1000 nm, L = 500 nm
  k_F = 0.1373 /nm, tau_tr = 629.16 fs
  M = 43.70, l = 157.08 nm
  T = 0.2391, Boltzmann T = 0.2367, excess = 1.00 %
  sigma Drude = 5.31882e-04 S, Landauer = 5.31882e-04 S
  G = 0.8095 mS, 1/G = 1235.3860 ohm
  length-independent part = 295.3280 ohm, ohmic part = 940.0581 ohm
3D example: n = 1.0e+28 m^-3, mass = 1.0 m_e
  l_tr = 20 nm, width = 50 nm, L = 100 nm
  k_F = 6.6651 /nm, tau_tr = 25.92 fs
  M = 8837.80, l = 26.67 nm
  T = 0.2105, Boltzmann T = 0.2077, excess = 1.38 %
  sigma Drude = 7.30412e+06 S/m, Landauer = 7.30412e+06 S/m
  G = 144.1602 mS, 1/G = 6.9367 ohm
  length-independent part = 1.4604 ohm, ohmic part = 5.4764 ohm
verified
```
